# Thermal spin injection from a ferromagnet into a normal metal: a numerical check

```python
# Thermal spin injection from a ferromagnet F (x<0) into a normal metal N (x>0).
# Result under test, for zero charge current and a uniform gradient T' in F:
#   A = phi_up - phi_dn at x=0 = -(S_up-S_dn) T' lamF RN/(RN+RF)
#   RN = lamN/sigN, RF = lamF/(sigF (1-P^2)), injected spin current = A/(2 RN)
# phi = -(electrochemical potential)/e in volts, S = Seebeck coefficients,
# sig = conductivities, P = conductivity polarization, lam = spin diffusion lengths.
# The independent side is a network solution of the two channel laws
#   j_s = -sig_s (dphi_s/dx + S_s dT/dx), spin flips and heat conservation.
import numpy as np
from scipy import constants as const
from scipy.sparse import diags, bmat
from scipy.sparse.linalg import spsolve

nm, uV = 1e-9, 1e-6
T0 = 300.0                       # K
grad = 50.0 / 1e-6               # K/m, gradient in F
sigF, sigN, P = 4e6, 4e7, 0.5    # S/m, S/m, 1
lamF, lamN = 5 * nm, 350 * nm
S_up, S_dn, S_N = -21 * uV, -17 * uV, 1.6 * uV   # V/K
lorenz = np.pi**2 / 3 * (const.k / const.e)**2
kapF, kapN = lorenz * T0 * sigF, lorenz * T0 * sigN
heat = -kapF * grad              # heat flow density along +x


def solve_stack(LF, LN, Su=S_up, Sd=S_dn, pol=P, kN=kapN, SN=S_N,
                contact=None, peltier=0.0, linear_S=False):
    """Solve for both spin potentials and temperature on a chain of nodes.
    contact = (r_up, r_dn, S_up, S_dn, thermal conductance) or None."""
    nF, nN = int(round(LF / (0.05 * nm))), int(round(LN / (2 * nm)))
    hF, hN = LF / nF, LN / nN
    xmid = -LF + (np.arange(nF) + 0.5) * hF
    scale = 1 + grad * xmid / T0 if linear_S else np.ones(nF)
    c = contact

    def chain(in_F, in_contact, in_N):
        middle = [] if c is None else [in_contact]
        return np.concatenate([in_F * np.ones(nF), middle, in_N * np.ones(nN)])

    gu = chain(sigF * (1 + pol) / 2 / hF, c and 1 / c[0], sigN / 2 / hN)
    gd = chain(sigF * (1 - pol) / 2 / hF, c and 1 / c[1], sigN / 2 / hN)
    su = chain(Su * scale, c and c[2], SN)
    sd = chain(Sd * scale, c and c[3], SN)
    kt = chain(kapF / hF, c and c[4], kN / hN) / T0
    flip = chain(sigF * (1 - pol**2) / (4 * lamF**2) * hF, 0.0,
                 sigN / (4 * lamN**2) * hN)
    node_flip = 0.5 * (np.append(flip, 0) + np.append(0, flip))
    m = len(gu)
    D = diags([-np.ones(m), np.ones(m)], [0, 1], shape=(m, m + 1))

    def stiff(w):
        return D.T @ diags(w) @ D

    def pin(w):                  # fixes the free constant at the last node
        v = np.zeros(m + 1)
        v[-1] = w
        return diags(v)

    R = diags(node_flip)
    u = 1e-4                     # voltage unit that balances the matrix
    M = bmat([
        [u*u*(stiff(gu) + R + pin(gu[-1])), -u*u*R, u*stiff(gu*su)],
        [-u*u*R, u*u*(stiff(gd) + R), u*stiff(gd*sd)],
        [u*peltier*stiff(gu*su), u*peltier*stiff(gd*sd),
         stiff(kt + peltier*(gu*su**2 + gd*sd**2)) + pin(kt[-1])]],
        format="csc")
    rhs = np.zeros(3 * (m + 1))
    rhs[2 * (m + 1)], rhs[-1] = heat / T0, -heat / T0
    sol = spsolve(M, rhs)
    pu, pd, T = u * sol[:m + 1], u * sol[m + 1:2 * m + 2], sol[2 * m + 2:]
    ju = -gu * (np.diff(pu) + su * np.diff(T))
    jd = -gd * (np.diff(pd) + sd * np.diff(T))
    first_N = nF + (0 if c is None else 1)
    return dict(pu=pu, pd=pd, T=T, ju=ju, jd=jd, i=first_N, nF=nF,
                hF=hF, hN=hN, A=pu[first_N] - pd[first_N])


def close(a, b, tol):
    return abs(a - b) <= tol * abs(b)


# Derived formulas
RN, RF = lamN / sigN, lamF / (sigF * (1 - P**2))
S_diff = S_up - S_dn
A = -S_diff * grad * lamF * RN / (RN + RF)
j_inj = A / (2 * RN)
j_bulk = -0.5 * sigF * (1 - P**2) * S_diff * grad
S_F = ((1 + P) * S_up + (1 - P) * S_dn) / 2

# Long stack: accumulation, profiles and currents
LF, LN = 100 * nm, 3000 * nm
ref = solve_stack(LF, LN)
i, nF = ref["i"], ref["nF"]
spin_phi = ref["pu"] - ref["pd"]
spin_j = ref["ju"] - ref["jd"]
assert close(ref["A"], A, 1e-4)
xF = (np.arange(nF // 2, nF + 1) - nF) * ref["hF"]
assert np.max(abs(spin_phi[nF // 2:nF + 1] - A * np.exp(xF / lamF))) < 2e-4 * abs(A)
xN = np.arange(len(spin_phi) - i) * ref["hN"]
near = xN < 1500 * nm
assert np.max(abs(spin_phi[i:][near] - A * np.exp(-xN[near] / lamN))) < 2e-4 * abs(A)
j_inj_num = 1.5 * spin_j[i] - 0.5 * spin_j[i + 1]
assert close(j_inj_num, j_inj, 5e-4)
assert close(spin_j[nF // 2], j_bulk, 5e-4)
assert close(j_inj_num / spin_j[nF // 2], RF / (RF + RN), 1e-3)
assert np.max(abs(ref["ju"] + ref["jd"])) < 1e-4 * abs(j_inj)


# Open-circuit voltage, and its behaviour under magnetization reversal
def voltage(r, pol):
    left = ((1 + pol) * r["pu"][0] + (1 - pol) * r["pd"][0]) / 2
    return (r["pu"][-1] + r["pd"][-1]) / 2 - left


gradN = grad * kapF / kapN
V_seebeck = -S_F * grad * LF - S_N * gradN * LN
V_step = -P * A / 2
V_num = voltage(ref, P)
assert close(V_num - V_seebeck, V_step, 2e-3)
rev = solve_stack(LF, LN, Su=S_dn, Sd=S_up, pol=-P)
assert close(rev["A"], -A, 1e-4)
assert abs(voltage(rev, -P) - V_num) < 1e-3 * abs(V_step)

# Equal Seebeck coefficients inject nothing; the gradient in N is irrelevant
null = solve_stack(LF, LN, Su=S_F, Sd=S_F)
assert abs(null["A"]) < 1e-5 * abs(A)
other_N = solve_stack(LF, LN, kN=kapN / 10, SN=5 * S_N)
assert close(other_N["A"], ref["A"], 1e-5)

# Short layers with free outer faces
LFs, LNs = 20 * nm, 300 * nm
A_short = (-S_diff * grad * lamF * (1 - 1 / np.cosh(LFs / lamF)) / RF
           / (np.tanh(LFs / lamF) / RF + np.tanh(LNs / lamN) / RN))
assert close(solve_stack(LFs, LNs)["A"], A_short, 1e-4)

# Contact with resistance, temperature step and its own Seebeck coefficients
r_up, r_dn = 0.8e-15, 1.2e-15    # ohm m^2
K_c = lorenz * T0 * (1 / r_up + 1 / r_dn)
dT_c = -heat / K_c
R_c = (r_up + r_dn) / 4


def contact_formula(S_c):
    return -(lamF * S_diff * grad + S_c * dT_c) * RN / (RN + RF + R_c)


A_res, A_con = contact_formula(0.0), contact_formula(S_diff)
num_res = solve_stack(LF, LN, contact=(r_up, r_dn, S_F, S_F, K_c))
num_con = solve_stack(LF, LN, contact=(r_up, r_dn, S_up, S_dn, K_c))
assert close(num_res["A"], A_res, 1e-4)
assert close(num_con["A"], A_con, 1e-4)

# Seebeck coefficients proportional to temperature
lin = solve_stack(LF, LN, linear_S=True)
change_lin = lin["A"] / ref["A"] - 1
assert close(change_lin, -lamF * grad / T0, 0.02)

# Peltier heat of the spin current at fixed heat flow
Z = sigF * (1 - P**2) * S_diff**2 * T0 / (4 * kapF)
pel = solve_stack(LF, LN, peltier=1.0)
change_pel = pel["A"] / ref["A"] - 1
a, b = int(0.45 * nF), int(0.55 * nF)
slope_ratio = (pel["T"][b] - pel["T"][a]) / (ref["T"][b] - ref["T"][a])
assert abs(slope_ratio - 1 / (1 + Z)) < 0.02 * Z

# Free-electron mean free paths in F for a rough metallic electron density
n_el = 8.5e28                    # 1/m^3
k_fermi = (3 * np.pi**2 * n_el)**(1 / 3)
mfp = sigF * const.hbar * k_fermi / (n_el * const.e**2)


def show(label, value, unit, fmt=".4g"):
    print(f"{label}: {value:{fmt}} {unit}".rstrip())


show("temperature", T0, "K")
show("gradient in F", grad * 1e-6, "K/um")
show("conductivity of F", sigF, "S/m")
show("conductivity of N", sigN, "S/m")
show("polarization P", P, "")
show("spin diffusion length F", lamF / nm, "nm")
show("spin diffusion length N", lamN / nm, "nm")
show("Seebeck up", S_up / uV, "uV/K")
show("Seebeck down", S_dn / uV, "uV/K")
show("Seebeck difference up-down", S_diff / uV, "uV/K")
show("total Seebeck of F", S_F / uV, "uV/K")
show("Seebeck of N", S_N / uV, "uV/K")
show("spin resistance RF", RF * 1e15, "fohm m^2")
show("spin resistance RN", RN * 1e15, "fohm m^2")
show("factor RN/(RN+RF)", RN / (RN + RF), "")
show("temperature change over lamF", grad * lamF, "K")
show("accumulation A, formula", A / uV, "uV", ".5f")
show("accumulation A, network", ref["A"] / uV, "uV", ".5f")
show("mu_up - mu_dn", -A / uV, "ueV")
show("bulk thermal spin current in F", j_bulk, "A/m^2")
show("injected spin current, formula", j_inj, "A/m^2")
show("injected spin current, network", j_inj_num, "A/m^2")
show("injected fraction RF/(RF+RN)", RF / (RF + RN), "")
show("long stack: length of F", LF / nm, "nm")
show("long stack: length of N", LN / nm, "nm")
show("thermal conductivity F (Wiedemann-Franz)", kapF, "W/(m K)")
show("thermal conductivity N (Wiedemann-Franz)", kapN, "W/(m K)")
show("gradient in N", gradN * 1e-6, "K/um")
show("heat flow density, magnitude", abs(heat), "W/m^2")
show("ordinary Seebeck voltage of stack", V_seebeck / uV, "uV", ".4f")
show("spin voltage step -PA/2", V_step / uV, "uV", ".4f")
show("total voltage, network", V_num / uV, "uV", ".4f")
show("A after reversal, network", rev["A"] / uV, "uV", ".5f")
show("A for equal Seebeck, network, over A", abs(null["A"] / A), "", ".1e")
show("short stack: length of F", LFs / nm, "nm")
show("short stack: length of N", LNs / nm, "nm")
show("short stack: A", A_short / uV, "uV")
show("contact r_up", r_up * 1e15, "fohm m^2")
show("contact r_dn", r_dn * 1e15, "fohm m^2")
show("contact temperature step", dT_c, "K")
show("A with contact resistance only", A_res / uV, "uV")
show("change from contact resistance", 100 * (A_res / A - 1), "%", ".2f")
show("A with contact Seebeck difference as in F", A_con / uV, "uV")
show("change from resistance and contact Seebeck", 100 * (A_con / A - 1), "%", ".2f")
show("change of A for S proportional to T", 100 * change_lin, "%", ".4f")
show("Peltier feedback parameter Z", Z, "", ".3e")
show("change of A by Peltier feedback", 100 * change_pel, "%", ".4f")
show("electron density for mean free path", n_el, "1/m^3")
show("mean free path F, up", mfp * (1 + P) / nm, "nm", ".2f")
show("mean free path F, down", mfp * (1 - P) / nm, "nm", ".2f")
print("all good")
```

Running it gives:

```
temperature: 300 K
gradient in F: 50 K/um
conductivity of F: 4e+06 S/m
conductivity of N: 4e+07 S/m
polarization P: 0.5
spin diffusion length F: 5 nm
spin diffusion length N: 350 nm
Seebeck up: -21 uV/K
Seebeck down: -17 uV/K
Seebeck difference up-down: -4 uV/K
total Seebeck of F: -20 uV/K
Seebeck of N: 1.6 uV/K
spin resistance RF: 1.667 fohm m^2
spin resistance RN: 8.75 fohm m^2
factor RN/(RN+RF): 0.84
temperature change over lamF: 0.25 K
accumulation A, formula: 0.84000 uV
accumulation A, network: 0.83999 uV
mu_up - mu_dn: -0.84 ueV
bulk thermal spin current in F: 3e+08 A/m^2
injected spin current, formula: 4.8e+07 A/m^2
injected spin current, network: 4.8e+07 A/m^2
injected fraction RF/(RF+RN): 0.16
long stack: length of F: 100 nm
long stack: length of N: 3000 nm
thermal conductivity F (Wiedemann-Franz): 29.32 W/(m K)
thermal conductivity N (Wiedemann-Franz): 293.2 W/(m K)
gradient in N: 5 K/um
heat flow density, magnitude: 1.466e+09 W/m^2
ordinary Seebeck voltage of stack: 76.0000 uV
spin voltage step -PA/2: -0.2100 uV
total voltage, network: 75.7900 uV
A after reversal, network: -0.83999 uV
A for equal Seebeck, network, over A: 1.3e-09
short stack: length of F: 20 nm
short stack: length of N: 300 nm
short stack: A: 0.8513 uV
contact r_up: 0.8 fohm m^2
contact r_dn: 1.2 fohm m^2
contact temperature step: 0.096 K
A with contact resistance only: 0.8015 uV
change from contact resistance: -4.58 %
A with contact Seebeck difference as in F: 1.109 uV
change from resistance and contact Seebeck: 32.06 %
change of A for S proportional to T: -0.0833 %
Peltier feedback parameter Z: 1.228e-04
change of A by Peltier feedback: -0.0071 %
electron density for mean free path: 8.5e+28 1/m^3
mean free path F, up: 3.94 nm
mean free path F, down: 1.31 nm
all good
```
